# Steady pressure in a Knudsen cell: evaporation, recondensation and effusion

## The result

A Knudsen cell is a closed, isothermal vessel that holds a condensed sample and has one small orifice into vacuum. The vapour pressure is deduced from the rate at which the sample loses mass through the orifice. Let the sample have area $A$ and evaporation coefficient $\alpha$, and let the orifice have area $B$ and transmission probability $W$. If the same vapour flux strikes the sample and the orifice, the steady measured pressure is

$$P_m=\frac{P_{eq}}{1+x},\qquad x=\frac{WB}{\alpha A}. \tag{1}$$

Here $P_{eq}$ is the equilibrium vapour pressure at the cell temperature. The relative deficit is

$$1-\frac{P_m}{P_{eq}}=\frac{x}{1+x}. \tag{2}$$

It grows with the orifice area, measured against $\alpha A$ and not against $A$ alone. A sample that evaporates reluctantly acts like a smaller sample.

Two derivations follow. The first balances the flows across the sample surface and the orifice. The second follows one molecule from evaporation to its end.

## Conventions and assumptions

The vapour is one molecular species, so thin that molecules cross the cell without meeting one another. Nothing returns from the vacuum outside. The walls are at the cell temperature $T$; in the steady state they release as many molecules as they receive, in directions given by the cosine law. The sample surface is also at $T$.

The coefficient $\alpha$ is the probability that a vapour molecule striking the sample condenses. The rest, a fraction $1-\alpha$, are re-emitted diffusely. The probability $W$ is the chance that a molecule entering the orifice channel gets through; a fraction $1-W$ returns to the cell. For an ideally thin lid $W=1$.

Fluxes are molecules per unit area and time. For a Maxwell gas of number density $n$ and molecular mass $m$, the flux onto one side of a surface is

$$J=n\int_0^\infty v_z\sqrt{\frac{m}{2\pi kT}}\,e^{-mv_z^2/2kT}\,dv_z .$$

Since $\int_0^\infty v\,e^{-mv^2/2kT}dv=kT/m$, this is $J=n\sqrt{kT/2\pi m}$. With $P=nkT$,

$$J=\frac{P}{\sqrt{2\pi mkT}}. \tag{3}$$

In an open cell the gas is not fully in equilibrium, so "the pressure" needs a definition. $P_m$ is the pressure that equation (3) assigns to the flux $J_m$ striking the orifice. This is what weighing gives: if the cell loses mass at the rate $\dot M$, then $\dot M=mWBJ_m$, and

$$P_m=\frac{\dot M}{WB}\sqrt{\frac{2\pi kT}{m}} .$$

## First derivation: balance of flows

Consider first the closed cell at equilibrium. The flux striking the sample is $J_{eq}=P_{eq}/\sqrt{2\pi mkT}$, and molecules condense at the rate $\alpha AJ_{eq}$. Equilibrium requires evaporation at the same rate:

$$\text{evaporation rate}=\alpha AJ_{eq}. \tag{4}$$

Now open the orifice. Evaporation is a process of the condensed surface. If the surface keeps its temperature and its structure, the rate (4) is unchanged although the vapour above it is thinner. Recondensation does change, because it is proportional to the flux that arrives. If the sample receives the same flux $J_m$ as the orifice, recondensation is $\alpha AJ_m$ and effusion is $WBJ_m$.

In the steady state the number of molecules in the vapour is constant, so the single source equals the two sinks:

$$\alpha AJ_{eq}=\alpha AJ_m+WBJ_m. \tag{5}$$

Dividing by $\alpha A$ gives $J_{eq}=J_m(1+WB/\alpha A)$. Both fluxes refer to the same $T$ and $m$, so by (3) their ratio is the ratio of pressures, and (1) follows.

Moving one term of (5) shows the mechanism:

$$\alpha A(J_{eq}-J_m)=WBJ_m .$$

The left side is net evaporation. It vanishes at equilibrium, so a sample can feed the orifice only if the vapour is below equilibrium. The smaller $\alpha A$ is, the larger the shortfall needed to drive a given loss.

### Approach to the steady state

The same balance gives the time needed. Let $V$ be the cell volume and $\bar v=\sqrt{8kT/\pi m}$ the mean speed. Then $\bar v/4=\sqrt{kT/2\pi m}$, so $J=n\bar v/4$. If the vapour stays evenly mixed while its density changes,

$$V\frac{dn}{dt}=\alpha AJ_{eq}-(\alpha A+WB)\frac{n\bar v}{4}.$$

This linear equation relaxes exponentially with the time constant

$$\tau=\frac{4V}{\bar v(\alpha A+WB)}. \tag{6}$$

It leaves out any storage of molecules on the walls.

## Second derivation: the fate of one molecule

Take a spherical cell of radius $R$ and inner surface $S=4\pi R^2$. The sample and the orifice are patches of this surface, with areas $A$ and $B$. A molecule leaves some point of the surface by the cosine law. The probability that it lands on an element $dS$ at distance $c$ is

$$dp=\frac{\cos\theta\cos\theta'}{\pi c^2}\,dS,$$

where $\theta$ and $\theta'$ are the angles between the chord and the normals at its two ends. In a sphere both normals lie along radii, and the triangle formed by the two radii and the chord is isosceles. Hence $\cos\theta=\cos\theta'=c/2R$, and

$$dp=\frac{c^2/4R^2}{\pi c^2}\,dS=\frac{dS}{4\pi R^2}=\frac{dS}{S}. \tag{7}$$

The landing point is uniform over the sphere, wherever the flight began. Each flight therefore has the same chances, whatever came before:

- it ends in condensation with probability $\alpha A/S$;
- it ends in escape with probability $WB/S$;
- otherwise another flight follows.

Molecules turned back by the orifice channel are taken to re-enter by the cosine law too; for $W=1$ there are none.

The probability that a given flight is the last is $s=(\alpha A+WB)/S$. To escape on flight number $j+1$, a molecule must survive $j$ flights and then escape. Summing over $j$ gives the total escape probability

$$q=\sum_{j=0}^{\infty}(1-s)^j\,\frac{WB}{S}=\frac{1}{s}\,\frac{WB}{S}=\frac{WB}{\alpha A+WB}. \tag{8}$$

Molecules evaporate at the rate (4), and a fraction $q$ of them escapes. In the steady state the escape rate is also $WBJ_m$, by the definition of $J_m$. Thus

$$\alpha AJ_{eq}\,\frac{WB}{\alpha A+WB}=WBJ_m .$$

Cancelling $WB$ leaves $J_m/J_{eq}=\alpha A/(\alpha A+WB)=1/(1+x)$, which is (1) again.

### Length of a molecule's stay

The mean number of flights is $1/s$. A chord has length $2R\cos\theta$, and the cosine law weights the angle by $2\sin\theta\cos\theta\,d\theta$, so the mean flight length is

$$\int_0^{\pi/2}2R\cos\theta\;2\sin\theta\cos\theta\,d\theta=\frac{4R}{3}=\frac{4V}{S}.$$

The mean path before condensation or escape is therefore $(4V/S)/s=4V/(\alpha A+WB)$. Speeds of molecules leaving a surface are distributed as $v^3e^{-mv^2/2kT}$, so the mean of $1/v$ is the integral of $v^2e^{-mv^2/2kT}$ divided by that of $v^3e^{-mv^2/2kT}$. This is $1/\bar v$. The mean stay is then $4V/[\bar v(\alpha A+WB)]$, the time constant (6).

Formula (8) was tested by tracing random flights in a sphere whose sample covers 20 % of the surface and whose orifice covers 5 %. For $\alpha=0.3$ and $W=1$ the formula gives $q=0.05/(0.06+0.05)=0.4545$; the traced value is 0.4554. The mean path is 12.13 radii traced and 12.12 from the formula. The tracing does not assume uniform landing; it follows each chord.

## What each derivation assumes

Both derivations use the evaporation rate (4), and so assume that the evaporation and condensation coefficients remain equal in the open cell. Suppose instead that they are $\alpha_e$ and $\alpha_c$. The balance becomes $\alpha_eAJ_{eq}=(\alpha_cA+WB)J_m$, or

$$\frac{P_m}{P_{eq}}=\frac{\alpha_eA}{\alpha_cA+WB}.$$

As $B\to0$ the pressure must return to $P_{eq}$, which forces $\alpha_e=\alpha_c$ at equilibrium. It does not force equality when the vapour is well below equilibrium.

They differ in what they ask of the geometry. The balance needs one statement about averages: sample and orifice receive equal flux. The history needs every flight to have the same landing chances. This is a stronger demand, met by the sphere, and it yields the distribution of fates as well as the mean. By (7), each emitter in a sphere illuminates the whole surface evenly, so the equal flux assumed in the balance is then a consequence of the geometry.

### A cylinder, where equal flux must be examined

Consider a cylindrical cell, with the sample covering the bottom and the orifice in the lid. A flat bottom cannot send molecules directly to itself, so (7) fails. The balance can be repaired by keeping the two incident fluxes separate.

Let $A$ be the cross-section and $f=WB/A$. Let $W_A$ be the probability that a molecule entering one end of the cylindrical body by the cosine law leaves at the other end. Denote by $J_s$ and $J_l$ the fluxes leaving the sample and the lid, and by $H_s$ and $H$ the fluxes striking them, all averaged over the end faces. The net upward flux is the loss per unit cross-section, $fH$. Take the openings as spread evenly over the lid, and the flux leaving each end face as even over that face, so that $W_A$ applies to it. Four relations then hold:

- The lid returns everything except what escapes: $J_l=(1-f)H$.
- The body carries the net flux: $W_A(J_s-J_l)=fH$.
- At the sample, outgoing minus incoming is the net flux: $J_s-H_s=fH$.
- Net evaporation supplies it: $\alpha(J_{eq}-H_s)=fH$.

The first two give $J_s=(1-f)H+fH/W_A$. Subtracting $fH$, by the third,

$$H_s=H\left[1+f\left(\frac1{W_A}-2\right)\right]. \tag{9}$$

The fourth gives $J_{eq}=H_s+fH/\alpha$. Since $H$ is the flux that defines $P_m$,

$$\frac{P_{eq}}{P_m}=1+f\left(\frac1\alpha+\frac1{W_A}-2\right). \tag{10}$$

For openings spread evenly over the lid, equation (9) shows when the simple law holds: $H_s=H$ requires $W_A=1/2$. Computed with diffuse walls, this occurs at a height of 1.06 diameters. With a single central hole the simple law is only approximate at this height. With evenly spread openings, a shorter body has $W_A>1/2$; the sample receives less flux than the lid, less recondenses, and the deficit is smaller than (1) predicts. A single central hole in a very flat cell can reverse this when $\alpha$ is small, since vapour from most of the sample must travel sideways through a narrow gap. For $\alpha=0.1$, $W=0.95$, and hole radius and cell height both one tenth of the cell radius, the deficit is about 0.30, against 0.087 from (1). In a taller body the transport of vapour up the cylinder adds to the deficit.

An extreme case makes the difference plain. Remove the body and the lid, so that $W_A=1$ and $f=1$, and let $\alpha=1$. The opening then receives the full equilibrium flux directly from the surface, and (10) gives $P_m=P_{eq}$. The simple law would give half of this, because it supposes a return flux to the sample that does not exist.

Equation (10) was tested against a calculation that resolves the flux ring by ring over bottom, wall and lid, with the openings spread evenly over the lid and $f=0.05$. Define $K=(P_{eq}/P_m-1)/f$. For $\alpha=1$ and a height of four radii, the resolved value is 1.809, equation (10) gives 1.804, and the simple law gives 1. For $\alpha=0.1$ the corresponding values are 10.81, 10.80 and 10. Finer rings raise the resolved values by about 0.001, to 1.810 and 10.815. Geometry matters less when $1/\alpha$ is large.

## Small and large orifices

For $x\ll1$, (2) reduces to a relative deficit $x$. To keep the deficit at a chosen value $e$, set $x/(1+x)=e$. Then $x=e/(1-e)$ and

$$WB=\alpha A\,\frac{e}{1-e}. \tag{11}$$

For $x\gg1$ the pressure tends to zero as $P_{eq}/x$, but the loss rate does not:

$$WBJ_m=\alpha AJ_{eq}\,\frac{x}{1+x}\;\longrightarrow\;\alpha AJ_{eq}.$$

If sample and orifice receive equal flux, as (1) assumes, nearly every evaporated molecule escapes, and the sample evaporates as if into free vacuum. The loss then measures the product $\alpha P_{eq}$, and $P_{eq}$ cannot be found without knowing $\alpha$. In the resolved cylinder with $\alpha=0.01$, $f=0.9$ and height equal to diameter, the loss is 0.9895 of this limit. In a tall cylinder $x\gg1$ is not enough: by (10), $1/\alpha$ must also be much larger than $1/W_A-2$. Otherwise many molecules return to the sample and the loss stays well below the limit.

Between the limits, several orifices can be used with the same sample area and temperature. Inverting (1) gives a straight line,

$$\frac1{P_m}=\frac1{P_{eq}}+\frac{WB}{\alpha A\,P_{eq}}. \tag{12}$$

Plotted against $WB$, its intercept is $1/P_{eq}$, and the intercept divided by $A$ times the slope is $\alpha$. By (10), a cylinder with openings spread evenly over the lid also gives a straight line with the right intercept, but its slope yields an apparent coefficient,

$$\frac1{\alpha_{app}}=\frac1\alpha+\frac1{W_A}-2. \tag{13}$$

The extrapolated pressure is thus safer than the coefficient. For $\alpha=1$ in the cylinder four radii high, $\alpha_{app}=1/1.804=0.55$, although the surface captures every molecule. A single central hole gives a somewhat larger value, about 0.60, still far below 1. In a very flat cell with a single hole the intercept is biased too: for a height of 0.2 radii, $\alpha=0.1$ and hole radii from 0.05 to 0.3 of the cell radius, the fitted pressure is about 4 % low.

## A worked cell

The example is in the regime of ferrocene, a volatile organometallic compound, at 270 K. The equilibrium pressure is taken as 0.05 Pa, a rough typical value. The coefficient $\alpha=0.1$ is a trial value, not a property claimed for ferrocene. The cylindrical cell has radius 5 mm, height 10 mm and a lid 0.05 mm thick. The sample covers the bottom, so $A=78.54$ mm² and $\alpha A=7.854$ mm².

An orifice of diameter 1 mm has $B=0.7854$ mm² and $W=0.9524$. Hence

$$x=\frac{0.9524\times0.7854}{7.854}=0.0952,\qquad P_m=\frac{0.05\ \text{Pa}}{1.0952}=0.0457\ \text{Pa}.$$

The orifice covers 1 % of the cross-section, yet the deficit is nearly 9 %, because $\alpha$ magnifies the area ratio tenfold. With the sample and cell fixed, the other orifices give:

| Diameter (mm) | $x$ | $P_m$, eq. (1) (Pa) | $P_m$, resolved (Pa) |
|---|---|---|---|
| 0.5 | 0.023 | 0.0489 | 0.0489 |
| 1 | 0.095 | 0.0457 | 0.0457 |
| 2 | 0.390 | 0.0360 | 0.0362 |
| 3 | 0.885 | 0.0265 | 0.0268 |

The last column is the ring-by-ring calculation with one central hole. The simple law differs from it by at most 0.9 % of the resolved pressure. The cell's height equals its diameter, for which $W_A=0.514$, close to the favourable value 1/2.

For a deficit of 1 %, (11) requires $WB=7.854/99=0.079$ mm², which means a diameter of 0.34 mm. The price is a slow measurement: already at 0.5 mm the mass loss is 0.11 mg/h, against 2.4 mg/h at 3 mm.

A straight line through the four resolved pressures, plotted as in (12), has intercept 19.998 Pa⁻¹ and slope 2.498 Pa⁻¹ mm⁻². Therefore

$$P_{eq}=\frac1{19.998}\ \text{Pa}=0.0500\ \text{Pa}=0.375\ \text{mTorr},$$

$$\alpha_{app}=\frac{19.998}{2.498\times78.54}=0.102 .$$

The input pressure is recovered. These pressures carry no measurement noise, so the agreement shows that the geometry of this cell hardly biases the intercept; it says nothing about experimental scatter. Equation (13) would give $\alpha_{app}=0.1006$. The rest of the shift accompanies the concentration of the opening at the centre of the lid, which face averages do not describe.

For the 1 mm orifice, (6) gives a relaxation time of about 2 ms. Vapour exchange in this model is therefore not what limits the time of a weighing experiment.

## The model beside a real ferrocene cell

The temperature must be known closely. With a rough sublimation enthalpy $\Delta H=73$ kJ/mol, the relative change of $P_{eq}$ per kelvin is $\Delta H/RT^2=12$ %. An error of 0.1 K therefore matters as much as the 1 % deficit just designed for.

Evaporation also cools the sample. Suppose the heat must cross a compact sample 2 mm deep with conductivity 0.1 W/(m K), both rough values. At the 3 mm orifice the loss of 2.433 mg/h is $3.63\times10^{-9}$ mol/s, which takes up $2.65\times10^{-4}$ W, or 3.4 W/m² over the sample. The temperature drop is $3.4\times0.002/0.1=0.07$ K, and $P_{eq}$ at the surface falls by 0.8 %. At the 1 mm orifice it falls by 0.15 %. A loose powder in vacuum can conduct far less, because its pores hold almost no gas to carry heat. With 0.01 W/(m K), and no heat gained by radiation, the drop at the 3 mm orifice would be about 0.6 K and $P_{eq}$ at the surface would fall by about 7 %. Because this error grows with the orifice, it looks like a smaller $\alpha$.

Collisions are not wholly absent. For a rough molecular diameter of 0.65 nm, the mean free path at $P_{eq}$ is 40 mm, and a molecule has a 15 % chance of a collision over the cell's mean chord of 6.7 mm. With the 1 mm orifice its mean path before condensing or escaping, $4V/(\alpha A+WB)$, is 365 mm, so it collides about eight times during its stay. Their effect on $P_m$ was not computed. As a guide to scale, changing $1/W_A$ in (10) by 15 % would move $P_m$ by somewhat over 1 % at the 3 mm orifice, and by less at smaller ones. At much higher pressures the free-molecular description fails.

The size of the deficit also depends on $\alpha A$, which is itself uncertain. A powder exposes more surface than its cross-section, though buried grains exchange less freely with the cell. If its effective $\alpha A$ were twice the value used here, $x$ for the 1 mm orifice would be 0.048 and the deficit would fall from 8.7 % to 4.5 %. One orifice cannot reveal this. A series of orifices can, provided that the sample surface and temperature stay the same throughout. The numerical output below gives the remaining values.

## Computed results

```
Sphere, ray tracing: sample 20 %, orifice 5 % of the surface
 alpha=1.0 W=1.0: escape traced 0.1998, law 0.2000; path/radius 5.34, law 5.33
 alpha=0.3 W=1.0: escape traced 0.4554, law 0.4545; path/radius 12.13, law 12.12
 alpha=0.3 W=0.6: escape traced 0.3335, law 0.3333; path/radius 14.79, law 14.81
Cylinder, perforated lid, f=0.05: K = (P_eq/P_m - 1)/f
 height/radius=1 W_A=0.6720 alpha=1.0: K resolved 0.496, law 0.488, simple 1.000
 height/radius=1 W_A=0.6720 alpha=0.1: K resolved 9.503, law 9.488, simple 10.000
 height/radius=2 W_A=0.5143 alpha=1.0: K resolved 0.951, law 0.945, simple 1.000
 height/radius=2 W_A=0.5143 alpha=0.1: K resolved 9.957, law 9.945, simple 10.000
 height/radius=4 W_A=0.3567 alpha=1.0: K resolved 1.809, law 1.804, simple 1.000
 height/radius=4 W_A=0.3567 alpha=0.1: K resolved 10.814, law 10.804, simple 10.000
W_A = 1/2 at height/diameter = 1.063
Loss/(alpha A J_eq) at alpha=0.01, f=0.9: 0.9895
Inputs: T=270 K, P_eq=0.050 Pa, alpha=0.10, M=186.03 g/mol
Cell: radius 5.0 mm, height 10.0 mm, lid 0.05 mm, A=78.54 mm2
alpha A = 7.854 mm2
Equilibrium flux = 5.878e+20 molecules/(m2 s)
Mean speed = 175.3 m/s
Orifice: d, B, W, x, P simple, P resolved, deficit, mass loss
 0.5 mm, 0.1963 mm2, 0.9092, 0.0227, 0.04889 Pa, 0.04891 Pa, 2.18 %, 0.114 mg/h
 1.0 mm, 0.7854 mm2, 0.9524, 0.0952, 0.04565 Pa, 0.04573 Pa, 8.54 %, 0.447 mg/h
 2.0 mm, 3.1416 mm2, 0.9756, 0.3902, 0.03596 Pa, 0.03617 Pa, 27.67 %, 1.449 mg/h
 3.0 mm, 7.0686 mm2, 0.9836, 0.8852, 0.02652 Pa, 0.02676 Pa, 46.48 %, 2.433 mg/h
Orifice diameter for a 1 % deficit = 0.340 mm; resolved deficit there = 0.980 %
Line 1/P_m against W B: intercept 19.998 1/Pa, slope 2.498 1/(Pa mm2)
Recovered P_eq = 0.05001 Pa = 0.3751 mTorr
Recovered apparent alpha = 0.1019
Relaxation time, 1 mm orifice = 2.08 ms
Neglected effects; rough inputs: molecule 0.65 nm, enthalpy 73 kJ/mol,
 bed 2 mm, 0.1 W/(m K)
Mean free path at P_eq = 39.7 mm; mean chord of cell = 6.67 mm
Collision chance per mean chord at P_eq = 15.5 %
 1 mm orifice: diameter/free path 0.0230, self-cooling 0.0124 K, P_eq lowered 0.15 %
 3 mm orifice: diameter/free path 0.0404, self-cooling 0.0675 K, P_eq lowered 0.81 %
P_eq change per kelvin = 12.0 %
Largest error of simple law from uneven flux = 0.90 %
```
